# Rice's formula for the density of pinches in Gaussian rough lines: a program that tests the result

```python
"""Density of line pinches for Gaussian linewidth fluctuations (Rice's formula).

Result under test:
    n = (1/(2 pi)) * (s_p/s_w) * exp(-W^2/(2 s_w^2))
W   mean linewidth, i.e. distance to the zero-width threshold (nm)
s_w standard deviation of the width (nm)
s_p standard deviation of the slope dw/dx (dimensionless)
n   mean number of entries into w < 0 per unit length (1/nm)
Width spectrum: exponential noise with correlation length X, smoothed by a
Gaussian kernel of standard deviation b. u = W/s_w is the reduced distance.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erfcx, ndtr


def rice(distance, s_w, s_p):
    return s_p / (2 * np.pi * s_w) * np.exp(-distance**2 / (2 * s_w**2))


def slope_ratio(corr, blur):
    """s_p/s_w in 1/nm from the closed form."""
    g = erfcx(blur / corr)
    return np.sqrt(1 / (np.sqrt(np.pi) * corr * blur * g) - 1 / corr**2)


def spectrum(k, corr, blur):
    """Two-sided spectrum for unit variance, measure dk/(2 pi)."""
    return (2 * corr * np.exp(-(k * blur)**2)
            / (1 + (k * corr)**2) / erfcx(blur / corr))


def spectral_integral(weight, corr, blur):
    value = quad(lambda k: weight(k) * spectrum(k, corr, blur),
                 0, 8 / blur, epsabs=0, epsrel=1e-10, limit=300)[0]
    return value / np.pi


def two_point_density(u, q, h):
    """P(w(0)>0, w(h)<0)/h, with q = 1 - correlation at distance h."""
    s = np.sqrt(q * (2 - q))

    def integrand(t):
        gauss = np.exp(-0.5 * (-u + s * t)**2) / np.sqrt(2 * np.pi)
        return gauss * ndtr(-u * q / s - (1 - q) * t)
    return s * quad(integrand, 0, 12, epsabs=0, epsrel=1e-9)[0] / h


# ---------------------------------------------------------------- example
W, s_w, X, b, pitch = 10.0, 1.5, 20.0, 4.0, 32.0
W_nominal, w_break, s_c, segment = 16.0, 2.0, 0.5, 1000.0
u = W / s_w
ratio = slope_ratio(X, b)
s_p = ratio * s_w
n = rice(W, s_w, s_p)
per_cm, per_cm2 = 1e7, 1e14 / pitch
print(f"Mean width {W:.1f} nm, pitch {pitch:.1f} nm")
print(f"Width standard deviation {s_w:.2f} nm")
print(f"Edge standard deviation, uncorrelated edges {s_w/np.sqrt(2):.3f} nm")
print(f"Correlation length {X:.1f} nm, blur {b:.1f} nm")
print(f"Reduced distance u = {u:.3f}")
print(f"Slope/width ratio s_p/s_w = {ratio:.5f} 1/nm")
print(f"Slope standard deviation s_p = {s_p:.4f}, variance {s_p**2:.5f}")
print(f"Exponential factor exp(-u^2/2) = {np.exp(-u*u/2):.3e}")
print(f"Prefactor s_p/(2 pi s_w) = {ratio/(2*np.pi):.5f} 1/nm")
print(f"Pinch density n = {n:.3e} 1/nm = {n*per_cm:.3e} per cm of line")
print(f"Pinches in dense lines = {n*per_cm2:.3f} per cm^2")

# ------------------------------------- moments and two-point definition
assert abs(spectral_integral(lambda k: 1.0, X, b) - 1) < 1e-7
assert abs(spectral_integral(lambda k: k * k, X, b) / ratio**2 - 1) < 1e-7
h = 0.1
for blur in (2.0, 4.0, 8.0):
    q = spectral_integral(lambda k: 2 * np.sin(k * h / 2)**2, X, blur)
    direct = two_point_density(u, q, h)
    formula = rice(W, s_w, s_w * slope_ratio(X, blur))
    assert abs(direct / formula - 1) < 2e-3
    print(f"Blur {blur:.0f} nm, same s_w: two-point {direct:.4e}, "
          f"Rice {formula:.4e} 1/nm")

# Without blur the count must grow as the inverse square root of the step.
h_coarse, h_fine = 1e-3, 2.5e-4
raw = [two_point_density(u, -np.expm1(-step / X), step)
       for step in (h_coarse, h_fine)]
growth = raw[1] / raw[0]
assert abs(growth - 2) < 0.02
print(f"No blur: count growth for a 4 times finer step = {growth:.4f}")

# ------------------------------------------------ pinch length and bound
length = ndtr(-u) / n
length_large_u = np.sqrt(2 * np.pi) / (u * ratio)
assert abs(length_large_u / length - 1) < 2 / u**2
print(f"Fraction of line below zero width = {ndtr(-u):.3e}")
print(f"Mean pinch length = {length:.3f} nm, "
      f"large-u form {length_large_u:.3f} nm")
print(f"Failure bound for a {segment:.0f} nm segment = "
      f"{n*segment + ndtr(-u):.3e}")

# ---------------------------------------------- non-Gaussian transforms
def skew_parameter(skew_size):
    return brentq(lambda a: (np.exp(a*a) + 2) * np.sqrt(np.expm1(a*a))
                  - skew_size, 1e-4, 1.0)


def skewed(g, a):
    """Unit variance, zero mean, negative skewness; g is standard normal."""
    scale = np.sqrt(np.exp(a*a) * np.expm1(a*a))
    return -(np.exp(a * g) - np.exp(a*a / 2)) / scale


def skewed_threshold(level, a):
    scale = np.sqrt(np.exp(a*a) * np.expm1(a*a))
    return np.log(np.exp(a*a / 2) + level * scale) / a


def excess_kurtosis(a):
    fourth = (np.exp(8*a*a) - 4*np.exp(2*a*a) + 3) / 8
    return fourth / (np.expm1(2*a*a) / 2)**2 - 3


a_skew = skew_parameter(0.1)
a_kurt = brentq(lambda a: excess_kurtosis(a) - 0.1, 0.02, 0.5)
kurt_scale = np.sqrt(np.expm1(2 * a_kurt**2) / 2)
nodes, weights = np.polynomial.hermite_e.hermegauss(60)
weights = weights / weights.sum()
f_skew = skewed(nodes, a_skew)
f_kurt = np.sinh(a_kurt * nodes) / kurt_scale
assert abs(weights @ f_skew) < 1e-9
assert abs(weights @ f_skew**2 - 1) < 1e-8
assert abs(weights @ f_skew**3 + 0.1) < 1e-7
assert abs(weights @ f_kurt**2 - 1) < 1e-8
assert abs(weights @ f_kurt**4 - 3.1) < 1e-7

# ------------------------------------------ simulation of the two edges
rng = np.random.default_rng(20)
points, runs, dx = 2**21, 12, 1.0
edge_sd, edge_corr = 1.0, 0.3
sim_sw = edge_sd * np.sqrt(2 * (1 - edge_corr))
sim_sp = sim_sw * ratio
k_grid = 2 * np.pi * np.fft.rfftfreq(points, dx)
transfer = edge_sd * np.sqrt(spectrum(k_grid, X, b) / dx)
levels = (1.0, 2.0, 3.0)
counts = {level: 0 for level in levels}
below = hits = windows = skew_count = 0
variance_sum = third_sum = slope2 = slope_down = 0.0
slope_points = 0
a_test, test_level, window = skew_parameter(0.5), 3.0, 1000


def entries(width):
    """Number of down-crossings of zero on a periodic grid."""
    negative = width < 0
    return int(np.count_nonzero(~negative[:-1] & negative[1:])
               + (negative[0] and not negative[-1]))


for _ in range(runs):
    noise = []
    for _edge in range(2):
        white = rng.standard_normal(points)
        noise.append(np.fft.irfft(np.fft.rfft(white) * transfer, points))
    left = noise[0]
    right = edge_corr * noise[0] + np.sqrt(1 - edge_corr**2) * noise[1]
    d = right - left
    variance_sum += np.mean(d * d)
    for level in levels:
        counts[level] += entries(level * sim_sw + d)
    deep = d < -3.0 * sim_sw
    below += np.count_nonzero(deep)
    whole = points // window
    hits += np.count_nonzero(
        deep[:whole * window].reshape(whole, window).any(axis=1))
    windows += whole
    near = np.nonzero(np.abs(d / sim_sw + 2) < 0.05)[0]
    slope = (d[(near + 1) % points] - d[near - 1]) / (2 * dx)
    slope2 += np.sum(slope**2)
    slope_down += np.sum(np.maximum(-slope, 0))
    slope_points += near.size
    x = skewed(d / sim_sw, a_test)
    third_sum += np.mean(x**3)
    skew_count += entries(test_level + x)

total = points * runs * dx
sim_variance = variance_sum / runs
assert abs(sim_variance / sim_sw**2 - 1) < 0.015
print(f"Simulation: line length {total*1e-6:.2f} mm, "
      f"edge correlation {edge_corr:.1f}")
print(f"Simulated width variance {sim_variance:.4f}, "
      f"formula {sim_sw**2:.4f} nm^2")
# Tolerances follow the counting errors, enlarged for clustered entries.
for level, tolerance in zip(levels, (0.02, 0.05, 0.09)):
    measured = counts[level] / total
    predicted = rice(level * sim_sw, sim_sw, sim_sp)
    assert abs(measured / predicted - 1) < tolerance
    print(f"u = {level:.0f}: simulated {measured:.4e}, "
          f"Rice {predicted:.4e} 1/nm")

# The central difference lowers the slope by about half a percent.
cond_slope = np.sqrt(slope2 / slope_points)
cond_down = slope_down / slope_points
assert abs(cond_slope / sim_sp - 1) < 0.03
assert abs(cond_down / (sim_sp / np.sqrt(2 * np.pi)) - 1) < 0.03
print(f"Slope deviation at w near W - 2 s_w: {cond_slope:.4f}, "
      f"unconditional formula {sim_sp:.4f}")
sim_length = below * dx / counts[3.0]
n3 = rice(3 * sim_sw, sim_sw, sim_sp)
assert abs(sim_length / (ndtr(-3.0) / n3) - 1) < 0.05
print(f"u = 3: simulated pinch length {sim_length:.3f}, "
      f"formula {ndtr(-3.0)/n3:.3f} nm")
failed = hits / windows
bound = n3 * window * dx + ndtr(-3.0)
assert failed < bound
print(f"u = 3, {window*dx:.0f} nm segments: failed fraction {failed:.4f}, "
      f"bound {bound:.4f}")
skew_measured = skew_count / total
skew_predicted = rice(skewed_threshold(test_level, a_test), 1.0, ratio)
gaussian_value = rice(test_level, 1.0, ratio)
assert abs(third_sum / runs + 0.5) < 0.04
assert abs(skew_measured / skew_predicted - 1) < 0.06
assert skew_measured > 2 * gaussian_value
print(f"Skewness -0.5, u = 3: simulated {skew_measured:.4e}, "
      f"transformed Rice {skew_predicted:.4e} 1/nm")

# --------------------------------------------- sensitivity and neglects
eps = 1e-4
log_slope = (np.log(rice(W, s_w * np.exp(eps), s_p))
             - np.log(rice(W, s_w * np.exp(-eps), s_p))) / (2 * eps)
assert abs(log_slope - (u*u - 1)) < 1e-4
print(f"d ln n/d ln s_w at fixed s_p = {log_slope:.2f}")

s_total = np.hypot(s_w, s_c)
averaged = rice(W, s_total, s_p)
numeric = quad(lambda z: np.exp(-z*z/2) / np.sqrt(2*np.pi)
               * rice(W + s_c * z, s_w, s_p), -12, 12,
               epsabs=0, epsrel=1e-9, limit=200)[0]
assert abs(numeric / averaged - 1) < 1e-7

n_nominal = rice(W_nominal, s_w, s_p)
n_break = rice(W - w_break, s_w, s_p)
n_rougher = rice(W, 1.05 * s_w, 1.05 * s_p)
u_skew = skewed_threshold(u, a_skew)
u_kurt = np.arcsinh(u * kurt_scale) / a_kurt
print(f"Line of {W_nominal:.0f} nm: u = {W_nominal/s_w:.3f}, "
      f"pinches {n_nominal*per_cm2:.3e} per cm^2")
print(f"Break at {w_break:.0f} nm width: count times {n_break/n:.1f}, "
      f"{n_break*per_cm2:.3e} per cm^2")
print(f"Line-to-line width deviation {s_c:.1f} nm: "
      f"count times {averaged/n:.2f}")
print(f"Roughness amplitude 5% larger: count times {n_rougher/n:.2f}")
print(f"Skewness -0.1: Gaussian threshold {u_skew:.3f}, "
      f"count times {np.exp((u*u-u_skew**2)/2):.1f}")
print(f"Excess kurtosis 0.1: Gaussian threshold {u_kurt:.3f}, "
      f"count times {np.exp((u*u-u_kurt**2)/2):.1f}")
print("success")
```

It prints:

```
Mean width 10.0 nm, pitch 32.0 nm
Width standard deviation 1.50 nm
Edge standard deviation, uncorrelated edges 1.061 nm
Correlation length 20.0 nm, blur 4.0 nm
Reduced distance u = 6.667
Slope/width ratio s_p/s_w = 0.07885 1/nm
Slope standard deviation s_p = 0.1183, variance 0.01399
Exponential factor exp(-u^2/2) = 2.234e-10
Prefactor s_p/(2 pi s_w) = 0.01255 1/nm
Pinch density n = 2.803e-12 1/nm = 2.803e-05 per cm of line
Pinches in dense lines = 8.759 per cm^2
Blur 2 nm, same s_w: two-point 4.0883e-12, Rice 4.0895e-12 1/nm
Blur 4 nm, same s_w: two-point 2.8027e-12, Rice 2.8030e-12 1/nm
Blur 8 nm, same s_w: two-point 1.8664e-12, Rice 1.8665e-12 1/nm
No blur: count growth for a 4 times finer step = 2.0003
Fraction of line below zero width = 1.308e-11
Mean pinch length = 4.668 nm, large-u form 4.769 nm
Failure bound for a 1000 nm segment = 2.816e-09
Simulation: line length 25.17 mm, edge correlation 0.3
Simulated width variance 1.3999, formula 1.4000 nm^2
u = 1: simulated 7.6096e-03, Rice 7.6115e-03 1/nm
u = 2: simulated 1.6961e-03, Rice 1.6984e-03 1/nm
u = 3: simulated 1.4138e-04, Rice 1.3941e-04 1/nm
Slope deviation at w near W - 2 s_w: 0.0926, unconditional formula 0.0933
u = 3: simulated pinch length 9.542, formula 9.683 nm
u = 3, 1000 nm segments: failed fraction 0.1298, bound 0.1408
Skewness -0.5, u = 3: simulated 5.0612e-04, transformed Rice 5.0460e-04 1/nm
d ln n/d ln s_w at fixed s_p = 43.44
Line of 16 nm: u = 10.667, pinches 7.708e-15 per cm^2
Break at 2 nm width: count times 2981.0, 2.611e+04 per cm^2
Line-to-line width deviation 0.5 nm: count times 8.75
Roughness amplitude 5% larger: count times 7.89
Skewness -0.1: Gaussian threshold 6.039, count times 54.0
Excess kurtosis 0.1: Gaussian threshold 5.891, count times 130.1
success
```
